\section*{Does a Falling Voltage During Ferroelectric Switching Prove a Double Well?}

\section{The voltage trace}

\textbf{Q.} I applied a voltage step to a ferroelectric capacitor through a resistor. The capacitor voltage rose, fell while charge was still flowing in, then rose again. Plotted against charge it is an S. Surely I have traced the negative curvature of a homogeneous double-well energy?

\textbf{A.} Let us first see what the circuit alone says. The source jumps from zero to a constant $V_s$, and the film starts uniformly polarized against the field. With current $I=dQ/dt$,
\begin{equation}
V=V_s-RI,\qquad \frac{dV}{dQ}=\frac{dV/dt}{dQ/dt}=-\frac{R}{I}\frac{dI}{dt}.
\end{equation}
After the step, a falling voltage and a rising current are the same observation. The question is why the current rises.

Take area $A$, thickness $d$, field $E=V/d$ and displacement $D=\varepsilon_0\varepsilon E+P$, where $P$ is the switched polarization. I assume perfect screening and no leakage. Differentiating $Q=AD$ gives
\begin{equation}
I=C\frac{dV}{dt}+I_{\rm sw},\qquad C=\frac{A\varepsilon_0\varepsilon}{d},\qquad I_{\rm sw}=A\frac{dP}{dt}.
\end{equation}
Hence $dV/dt=(I-I_{\rm sw})/C$, and dividing $I$ by this rate gives
\begin{equation}
\frac{dQ}{dV}=\frac{C}{1-I_{\rm sw}/I}. \label{capp}
\end{equation}
This is negative when the film switches faster than the resistor can supply charge. The background capacitance then discharges to make up the difference.

\textbf{Q.} Could the circuit do this without any ferroelectric?

\textbf{A.} Yes. Put a lead inductance $L$ in series with a positive linear capacitor, and measure across both. Then $L\,dI/dt=V_s-RI-Q/C$, while the measured voltage is still $V_s-RI$. The current starts at zero and rises, so the voltage falls as charge enters. For $\gamma=R/2L$ and $\omega^2=1/LC-\gamma^2>0$,
\begin{equation}
I=\frac{V_s}{L\omega}e^{-\gamma t}\sin\omega t,
\end{equation}
which peaks at $\tan\omega t=\omega/\gamma$. With 100 nH, 50 $\Omega$, 7.97 pF and 5 V, the measured voltage falls to 3.36 V in 1.23 ns. With 20 k$\Omega$ instead, $L/R$ is 5 ps, so this mechanism cannot explain a fall lasting microseconds.

\section{What a maximum requires}

\textbf{Q.} My fall does last microseconds. Does it not then need negative curvature?

\textbf{A.} Let the switching law be $dP/dt=F(E,P)$. Since $C\,dV/dt=(V_s-V)/R-AF(V/d,P)$, another time derivative gives
\begin{equation}
C\frac{d^2V}{dt^2}=-\left(\frac1R+\frac Ad\frac{\partial F}{\partial E}\right)\frac{dV}{dt}
-A\frac{\partial F}{\partial P}\frac{dP}{dt}.
\end{equation}
At an extremum the first term vanishes, and $A\,dP/dt=I>0$ because $V<V_s$. A maximum has $d^2V/dt^2\le0$, so
\begin{equation}
\frac{\partial F}{\partial P}\ge0\quad\text{at a maximum},\qquad
\frac{\partial F}{\partial P}\le0\quad\text{at a minimum}. \label{ext}
\end{equation}
At fixed field, switching must speed up as it proceeds.

For a homogeneous film with energy density $u(P)$ and constant viscosity $\rho$,
\begin{equation}
\rho\frac{dP}{dt}=E-u'(P),\qquad \frac{\partial F}{\partial P}=-\frac{u''(P)}{\rho}. \label{well}
\end{equation}
Here your inference holds: a maximum requires $u''\le0$. If $u''>0$ everywhere, any point with $dV/dt=0$ and $V<V_s$ would have $d^2V/dt^2>0$, so a rising voltage cannot turn downward. But you assumed that the film belongs to this class; the transient did not tell you so.

\textbf{Q.} What else speeds up at fixed field?

\textbf{A.} Growing domains. Let reversed discs grow from $N$ random sites per unit area, with radius $r$ and wall speed $dr/dt=v(E)=v_0e^{-E_a/E}$ for $E>0$, and zero otherwise. A point is still unreversed if no site lies within $r$, which has probability $e^{-\pi Nr^2}$. The reversed fraction $s$ therefore obeys
\begin{align}
s&=1-e^{-\pi Nr^2},\qquad P=P_s(2s-1),\\
\frac{ds}{dt}&=2\pi Nr\,v\,e^{-\pi Nr^2}
=2\sqrt{\pi N}\,v(E)\,(1-s)\sqrt{-\ln(1-s)}. \label{growth}
\end{align}
With $x=-\ln(1-s)$, the state factor is $e^{-x}\sqrt{x}$. Its logarithmic derivative, $-1+1/(2x)$, is positive until $x=1/2$, or $s=1-e^{-1/2}=0.393$. The moving perimeter lengthens first, then domains merge.

\textbf{Q.} Perhaps a double well is hidden in the domain energy.

\textbf{A.} In this model, with wall energy neglected, the energy density at fixed $s$ is
\begin{equation}
f=\frac{(D-P)^2}{2\varepsilon_0\varepsilon},\qquad
\frac{\partial f}{\partial D}=E,\qquad
\frac{\partial^2 f}{\partial D^2}=\frac1{\varepsilon_0\varepsilon}>0.
\end{equation}
If $s$ may relax, $P=D$ makes $f$ zero for all $|D|<P_s$: the energy is flat, with no hump. The power dissipated is
\begin{equation}
E\dot D-\dot f=E\dot D-E(\dot D-\dot P)=E\dot P\ge0. \label{diss}
\end{equation}

\section{Two films in one circuit}

\textbf{Q.} Is the effect large enough to matter?

\textbf{A.} Take a film 100 nm thick and 30 $\mu$m square, with $P_s=70$ $\mu$C/cm$^2$ and $\varepsilon=100$, driven by 5 V through 20 k$\Omega$. For the homogeneous film let
\begin{equation}
u'(P)=\frac{3\sqrt3}{2}E_c\left[\left(\frac P{P_s}\right)^3-\frac P{P_s}\right],
\end{equation}
whose extrema $\pm E_c$ lie at $P=\mp P_s/\sqrt3=\mp40.4$ $\mu$C/cm$^2$. I choose $E_c=0.25$ MV/cm and $\rho=200$ $\Omega\,$m. At a voltage extremum $dP/dt=(V_s-V)/(RA)$. Inserting $u'\simeq\pm E_c$ in (\ref{well}) and multiplying by $d$ gives
\begin{equation}
V\simeq\frac{\pm E_cd+\beta V_s}{1+\beta},\qquad \beta=\frac{\rho d}{RA}=1.11. \label{beta}
\end{equation}
With $E_cd=2.5$ V this gives 3.82 and 1.45 V; the full transient gives 3.815 and 1.450 V. The maximum lies at $P=-39.9$ $\mu$C/cm$^2$, inside the region $u''<0$, and the minimum at $42.1$, outside it, as (\ref{ext}) demands.

For the domain film I choose $E_a=1$ MV/cm, $v_0=10$ m/s and one site per $\mu$m$^2$. Its voltage peaks at 3.10 V, falls to 2.05 V and rises again. The peak is at $s=0.003$, the trough at $s=0.396$, just past the fastest growth. The trough can be checked by hand. The field is 0.2054 MV/cm, so $v=10\,e^{-4.87}=0.077$ m/s. The state factor is 0.429, which with the prefactor $2\sqrt{\pi N}$ of (\ref{growth}) gives $1.52$ $\mu$m$^{-1}$, and the full switching charge is 1260 pC, so
\begin{equation}
I_{\rm sw}=1260\times1.52\times0.077\simeq147\ \mu{\rm A},
\end{equation}
equal to the supplied $(5-2.054)\,{\rm V}/20\,{\rm k}\Omega$.

At $s=0.1$ the apparent capacitance is $-694$ pF. By (\ref{capp}), $I_{\rm sw}/I=1+7.97/694=1.011$: an excess of about one per cent suffices. With 40 k$\Omega$ and the same film at the same $s$, it is $-862$ pF, so it is not a property of the film alone.

\textbf{Q.} You placed all the nuclei there at the start.

\textbf{A.} They can also appear during the pulse, at a rate $J=J_0e^{-E_a/E}$ per area. Define $M_k(t)=\int_0^tJ(t')[r(t)-r(t')]^kdt'$, where $r(t)=\int_0^t v\,dt'$. Then
\begin{equation}
\dot M_0=J,\qquad \dot M_1=vM_0,\qquad \dot M_2=2vM_1,\qquad s=1-e^{-\pi M_2}.
\end{equation}
With $J_0=30$ $\mu$m$^{-2}\mu$s$^{-1}$ and no initial sites, the voltage falls from 3.80 to 2.01 V. The rate now depends on history as well as on $s$, so (\ref{ext}) must be read with the change of rate at fixed field in place of $\partial F/\partial P$. A direct count of randomly placed discs gave coverage 0.402 where this law gave 0.400, within a sampling noise of about 0.01.

\section{More information from the resistor}

\textbf{Q.} These curves differ in detail from the double-well curve. Would a careful fit not decide?

\textbf{A.} Not from one transient. Suppose $P$ increases steadily and $E>0$ after the start. Read off
\begin{equation}
m(P)=\frac1E\frac{dP}{dt},\qquad\text{and postulate}\qquad \frac{dP}{dt}=m(P)E.
\end{equation}
This film stores no energy in $P$; it has only a friction that depends on $P$. In the same circuit, from the same initial state, it obeys the same equations along the measured path, and so repeats it. At the start, $E$ grows as $t$ and $u'$ only as $t^2$, so $m$ has the finite limit $1/\rho$. Built from the double-well transient above, this twin reproduced $V(t)$ within about 0.01 mV, the error of tabulating $m$.

\textbf{Q.} Then I change the resistor.

\textbf{A.} That does separate these two. At 40 k$\Omega$, with all else fixed, their voltages differ by up to 0.87 V. At 80 k$\Omega$, $\beta=0.278$, and (\ref{beta}) gives $(-2.5+1.39)/1.278=-0.87$ V at the double-well trough, as the full transient does. The twin stays positive, with a trough at 0.46 V. So does the domain film, at 1.63 V: if $V$ reached zero, switching would stop and $C\,dV/dt=V_s/R>0$ would push it up again.

A negative voltage during forward current means that the capacitor is returning energy. By (\ref{diss}), the equal-energy domain model cannot do that by switching. Real domains may hold wall or depolarization energy from before the pulse, so even this sign calls for an energy budget before it is credited to a homogeneous well. With a total effective screening length of 0.03 nm, the same domain film, started fully poled, dips to $-0.07$ V at 80 k$\Omega$.

A small resistor shrinks the voltage fall. With $F_{\max}$ the largest switching rate for fields up to $V_s/d$, the voltage must rise whenever $V<V_s-RAF_{\max}$, so no fall can exceed $RAF_{\max}$. At 20 $\Omega$ the falls are 4.5 mV for the double well and 50 mV for the domains. The current still rises, from 112 to 337 $\mu$A for the double well, so a fall too small to resolve does not disprove a double well either.

\textbf{Q.} I could use two resistors, compare equal $P$, fit $E=u'+\rho\,dP/dt$, and subtract the viscous part.

\textbf{A.} For the double well this works: pairs at 20/40 and 40/80 k$\Omega$ returned $\rho$ within 1\% at $P=0$ and $\pm30$ $\mu$C/cm$^2$. For domains at fixed $s$, however, $\dot P\propto e^{-E_a/E}$, so
\begin{equation}
\frac{d\ln\dot P}{dE}=\frac{E_a}{E^2},\qquad
\frac{dE}{d\dot P}=\frac{E^2}{E_a\dot P}.
\end{equation}
Two nearby resistors therefore yield the false energy gradient
\begin{equation}
u'_{\rm false}=E-\dot P\frac{dE}{d\dot P}=E\left(1-\frac E{E_a}\right).
\end{equation}
For $E<E_a/2$ it falls whenever $E$ falls. The wider pair 20/40 k$\Omega$ gives 0.183, 0.164 and 0.155 MV/cm at $s=0.02$, 0.1 and 0.4: a negative slope from a film without a double well.

Two signs betray it. A symmetric well has $u'(0)=0$, but this fit gives 0.156 MV/cm at $P=0$. By symmetry the reverse pulse gives the opposite sign, whereas a built-in field would shift both results the same way. Also, the fitted viscosity at $P=0$ grows from 31 to 46 $\Omega\,$m between the pairs 20/40 and 40/80 k$\Omega$.

Passing the viscosity test would support a linear relation between $E$ and $\dot P$ at fixed $P$ for the rates used. It would not show that the film is homogeneous: the twin passes too, with $u'=0$ and $\rho=1/m(P)$.

\section{The real film}

\textbf{Q.} How close is this to a film I might have on my bench?

\textbf{A.} The thickness, polarization and background permittivity are rough values for epitaxial lead zirconate titanate. The double well's own response adds $1/[\varepsilon_0u''(P_s)]\simeq610$ to the background value of 100 at $\pm P_s$, so the two model films differ in small-signal permittivity. The chosen $E_c$ is also low: commonly quoted Landau coefficients for titanium-rich compositions give an intrinsic coercive field above 1 MV/cm, so a truly homogeneous film of this material would not switch at 5 V. The viscosity, $E_c$, wall-speed law and site density are chosen, so the voltages are not predictions for a device. Real electrodes break the assumption of perfect screening: a total effective screening length of 0.01 nm lowers the domain film's fall from 1.05 to 0.87 V, and 0.02 to 0.04 nm give 0.82 to 0.91 V. The poled starting state then does not last in this model: at short circuit a tenth of the film reverses in about 30 ms for 0.01 nm and in about 2 $\mu$s for 0.03 nm. A stray 20 pF in parallel, with perfect screening restored, lowers it to 0.71 V. If all switching heat stayed in the film, it would warm by about 10 K for a rough heat capacity of 3 MJ/(m$^3$K); taking $E_a\propto1/T$ and applying this full warming from the start, which overstates the effect, the trough moves from 2.05 to 1.99 V. Leakage of 1 mA/cm$^2$ would be 0.009 $\mu$A, negligible beside 147 $\mu$A. The applied field reaches 0.5 MV/cm, half a rough breakdown field of 1 MV/cm. Real sites also differ in strength, an effect I have not sized.

\textbf{Q.} And why should there be special sites at all?

\textbf{A.} Consider a reversed cylinder through the whole film, with wall energy $\sigma$ per area. Its energy is $2\pi rd\sigma-2P_sE\pi r^2d$. Setting the derivative to zero gives $r_c=\sigma/(2P_sE)$, and substitution gives the barrier $\pi\sigma^2d/(2P_sE)$. For a rough $\sigma=0.15$ J/m$^2$ at the peak field, $r_c$ is 3.5 nm and the barrier about 1 keV, against a thermal energy of 0.026 eV. Such a nucleus will not form thermally in a perfect region, which is why the model starts from weak sites. At the voltage peak the discs have a radius of 30 nm, and wall tension, which I neglected, is about 11\% of the field pressure. Earlier the discs are smaller and the tension matters more. With $E-\sigma/(2P_sr)$ in the wall-speed law and starting radii of 20 to 4 nm, the peak lies between 3.13 and 4.25 V while the trough stays at 2.08 V. The early part of the trace is thus much less certain than the trough. The wall energy density $\sigma\,ds/dr$ is itself concave in $s$: a hump of 0.23 MJ/m$^3$, about 2\% of the 11 MJ/m$^3$ barrier of the double well used here.

\textbf{Q.} So what may I claim from my single S-shaped trace?

\textbf{A.} If stray circuit elements and leakage that grows during the pulse are excluded, you may claim that switching accelerated at fixed field. To call that a double well, you need evidence that the film switched homogeneously, and runs with several resistors and both polarities that agree on one $u'(P)$ with a falling part. Agreement alone is not enough, since a film with only friction would agree on $u'=0$. The numerical output below gives the values for both films.

\section*{Computed results}
\begin{verbatim}
Film: 100 nm, side 30 um, Ps 70 uC/cm2, permittivity 100
Circuit: step 5 V, R 20 kohm
Background capacitance: 7.969 pF
RC time: 0.1594 us
Full switching charge: 1260 pC
Double well: coercive field 0.25 MV/cm, viscosity 200 ohm m
Domains: Ea 1.0 MV/cm, v0 10 m/s, sites 1 per um2
Double well: peak 3.815 V at 3.798 us, trough 1.450 V at 10.780 us
Domains: peak 3.102 V at 0.190 us, trough 2.054 V at 3.648 us
Continuous nucleation: peak 3.804 V at 0.264 us, trough 2.009 V at 4.560 us
Nucleation prefactor, continuous case: 30 per um2 per us
Double well P at peak, trough: -39.85, 42.10 uC/cm2
Double well inflection P: 40.41 uC/cm2
Domain fraction at peak, trough: 0.00285, 0.3960
Fraction of fastest growth: 0.3935 (no unit)
Convex homogeneous film, largest drop: 0 V
Domain film voltage at s = 0.02: 2.610 V
Domain film voltage at s = 0.1: 2.209 V
Domain film voltage at s = 0.4: 2.054 V
Domain film voltage at s = 0.8: 2.260 V
Apparent capacitance at s = 0.1, R 20 kohm: -693.9 pF
Apparent capacitance at s = 0.1, R 40 kohm: -862.1 pF
Disc count, fixed sites: 0.397, coverage law 0.400
Disc count, continuous: 0.402, coverage law 0.400
Twin: largest voltage error at 20 kohm: 0.0035 mV
Twin: largest split from double well at 40 kohm: 0.873 V
Lowest voltage at 80 kohm: double well -0.867 V, twin after start 0.463 V, domains 1.634 V
False u' at s = 0.02, 20 and 40 kohm: 0.1829 MV/cm
False u' at s = 0.1, 20 and 40 kohm: 0.1635 MV/cm
False u' at s = 0.4, 20 and 40 kohm: 0.1552 MV/cm
Domains at P = 0, 20 and 40 kohm: u' 0.1558 MV/cm, rho 31.1 ohm m
Domains at P = 0, 40 and 80 kohm: u' 0.1426 MV/cm, rho 46.2 ohm m
Growth of apparent rho: transients 1.484, steady balance 1.484
Drop at 20 ohm: double well 4.5 mV, domains 50.3 mV
Linear capacitor, 100 nH lead, 50 ohm: node falls from 5 V to 3.360 V in 1.23 ns
Domain film drop, baseline: 1.048 V
Drop with 0.01 nm total screening length: 0.8673 V
Screening voltage at full polarization: 0.791 V
Drop with 20 pF stray capacitance: 0.7116 V
Switching loss: 2831 pJ
Adiabatic heating, upper bound: 10.5 K
Trough voltage with that heating: 1.993 V
Domain radius at voltage peak: 30.1 nm
Wall tension over field pressure at peak: 11.5 %
Critical radius at peak field: 3.45 nm
Barrier of homogeneous cylinder nucleus: 1.02e+03 eV
Thermal energy at 300 K: 0.0259 eV
Leakage at 1 mA/cm2: 0.009 uA; circuit current at trough 147.3 uA
Largest applied field: 0.50 MV/cm; rough breakdown field 1 MV/cm
Tunnelling exponent, 1 eV barrier at applied field: 137 (no unit)
\end{verbatim}
